# Neon 1s excitations and the equivalent-core approximation: verification in Python

```python
"""Equivalent-core test: Ne 1s -> np term values against Na np binding energies.

Result under test (Hartree atomic units, frozen relaxed cores):
  E(Ne 1s^-1 np, triplet) - E(Na np) = <1/r> - J
  E(Ne 1s^-1 np, singlet) - E(Na np) = <1/r> - J + 2 K,   K = G1(1s,np)/3
at fixed orbitals. J and K are the direct and exchange integrals of 1s with np,
and G1 is the radial exchange integral. Energies are relative to the ions.
With relaxed orbitals a further shift arises from the different ionic cores.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, null_space
from pyscf import ao2mo, fci, gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# One even-tempered Gaussian basis serves both nuclear charges.
s_exponents = 0.1 * 2.1 ** np.arange(20)
p_exponents = 0.0004 * 2.1 ** np.arange(20)
basis = [[0, [float(a), 1.0]] for a in s_exponents]
basis += [[1, [float(a), 1.0]] for a in p_exponents]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
unit_nucleus = mol.intor("int1e_nuc") / 10.0      # matrix of -1/r
eri = mol.intor("int2e", aosym="s8")
nao = mol.nao_nr()
labels = [label.strip() for label in mol.ao_labels()]


def indices(ending):
    return np.array([i for i, lab in enumerate(labels) if lab.endswith(ending)])


s_set, px, py, pz = (indices(x) for x in ("s", "px", "py", "pz"))
s_block, z_block = np.ix_(s_set, s_set), np.ix_(pz, pz)


def coulomb_exchange(density):
    return scf.hf.dot_eri_dm(eri, density, hermi=1)


def core_energy(charge, one_s, outer, n_one_s):
    """Energy, kinetic energy and spin Fock matrices of 1s^n 2s^2 2p^6."""
    h = kinetic + charge * unit_nucleus
    closed = outer @ outer.T
    d_one_s = np.outer(one_s, one_s)
    da = closed + d_one_s
    db = closed + (n_one_s - 1) * d_one_s
    ja, ka = coulomb_exchange(da)
    jb, kb = coulomb_exchange(db)
    fa, fb = h + ja + jb - ka, h + ja + jb - kb
    energy = 0.5 * np.sum(da * (h + fa)) + 0.5 * np.sum(db * (h + fb))
    return energy, np.sum(kinetic * (da + db)), fa, fb


def relaxed_core(charge, n_one_s):
    """Restricted Hartree-Fock core; the lowest s orbital holds n_one_s electrons."""
    fock = kinetic + 0.7 * charge * unit_nucleus
    previous = np.full(3, np.inf)
    for _ in range(200):
        es, cs = eigh(fock[s_block], overlap[s_block])
        ep, cp = eigh(fock[z_block], overlap[z_block])
        one_s, outer = np.zeros(nao), np.zeros((nao, 4))
        one_s[s_set], outer[s_set, 0] = cs[:, 0], cs[:, 1]
        for column, members in enumerate((px, py, pz), start=1):
            outer[members, column] = cp[:, 0]
        energy, kin, fa, fb = core_energy(charge, one_s, outer, n_one_s)
        levels = np.array([es[0], es[1], ep[0]])
        if np.max(np.abs(levels - previous)) < 1e-8:
            return {"1s": one_s, "outer": outer, "E": energy, "T": kin}
        previous = levels
        new = 0.5 * (fa + fb)
        if n_one_s == 1:
            # Each off-diagonal block is the orbital-rotation gradient.
            half = 0.5 * (fa - fb)
            p_open = np.outer(one_s, one_s) @ overlap
            p_closed = outer @ outer.T @ overlap
            p_empty = np.eye(nao) - p_open - p_closed
            coupling = p_open.T @ half @ (p_empty - p_closed)
            new = new + coupling + coupling.T
        fock = 0.5 * fock + 0.5 * new
    raise RuntimeError("core calculation did not converge")


def np_series(charge, core, n_direct, exchange_factor):
    """Three lowest np levels outside a frozen core, orthogonal to 2p."""
    outer = core["outer"]
    jo, ko = coulomb_exchange(outer @ outer.T)
    j1, k1 = coulomb_exchange(np.outer(core["1s"], core["1s"]))
    f = kinetic + charge * unit_nucleus + 2 * jo - ko
    f = f + n_direct * j1 + exchange_factor * k1
    fz, sz = f[z_block], overlap[z_block]
    allowed = null_space((sz @ outer[pz, 3])[None, :])
    e, c = eigh(allowed.T @ fz @ allowed, allowed.T @ sz @ allowed)
    vectors = np.zeros((nao, 3))
    vectors[pz] = allowed @ c[:, :3]
    return e[:3], vectors, fz


def expectation(matrix, vectors):
    return np.einsum("in,ij,jn->n", vectors, matrix, vectors)


def active_hamiltonian(charge, core, vector, electrons):
    """Determinant Hamiltonian of the orbitals 1s and np in the field of 2s2 2p6."""
    outer = core["outer"]
    jo, ko = coulomb_exchange(outer @ outer.T)
    c = np.column_stack([core["1s"], vector])
    h = c.T @ (kinetic + charge * unit_nucleus + 2 * jo - ko) @ c
    g = ao2mo.restore(1, ao2mo.kernel(eri, c), 2)
    return fci.direct_spin1.pspace(h, g, 2, electrons)[1], h, g


# Basis test: hydrogen 2p, 3p, 4p.
hydrogen = eigh((kinetic + unit_nucleus)[z_block], overlap[z_block],
                eigvals_only=True)[:3]
hydrogen_error = np.max(np.abs(hydrogen + 0.5 / np.arange(2, 5) ** 2))
assert hydrogen_error < 1e-5

sodium_ion = relaxed_core(11, 2)
neon = relaxed_core(10, 2)
neon_hole = relaxed_core(10, 1)

# Virial theorem, an independent closed-shell run, and core-hole stationarity.
virials = [-(c["E"] - c["T"]) / c["T"] for c in (sodium_ion, neon, neon_hole)]
assert max(abs(v - 2) for v in virials) < 2e-5
reference = scf.RHF(mol)
reference._eri = eri
assert abs(reference.kernel() - neon["E"]) < 1e-6


def rotated_energy(angle):
    a, b = neon_hole["1s"], neon_hole["outer"].copy()
    second = b[:, 0].copy()
    b[:, 0] = np.cos(angle) * second - np.sin(angle) * a
    return core_energy(10, np.cos(angle) * a + np.sin(angle) * second, b, 1)[0]


rotation_slope = (rotated_energy(1e-3) - rotated_energy(-1e-3)) / 2e-3
assert abs(rotation_slope) < 1e-3

# Levels: sodium, neon triplet with sodium core orbitals, then true neon cores.
e_na, v_na, f_na = np_series(11, sodium_ion, 2, -1)
e_mid, v_mid, _ = np_series(10, sodium_ion, 1, -1)
e_trip, v_trip, _ = np_series(10, neon_hole, 1, -1)
e_sing, v_sing, _ = np_series(10, neon_hole, 1, +1)
assert max(e_na.max(), e_trip.max(), e_sing.max()) < 0

# In sodium 2p and np share one Fock operator, so projection changes nothing.
free = eigh(f_na, overlap[z_block], eigvals_only=True)
assert np.max(np.abs(free[1:4] - e_na)) < 1e-6

# Spin coupling from determinants; parity isolates the 1s np states.
for n in range(3):
    matrix, h, _ = active_hamiltonian(10, neon_hole, v_trip[:, n], (1, 1))
    assert abs(np.linalg.eigvalsh(matrix)[1] - h[0, 0] - e_trip[n]) < 1e-7
    matrix, h, _ = active_hamiltonian(10, neon_hole, v_sing[:, n], (1, 1))
    assert abs(np.linalg.eigvalsh(matrix)[2] - h[0, 0] - e_sing[n]) < 1e-7
    matrix, h, g = active_hamiltonian(11, sodium_ion, v_na[:, n], (2, 1))
    closed_one_s = 2 * h[0, 0] + g[0, 0, 0, 0]
    assert abs(np.linalg.eigvalsh(matrix)[0] - closed_one_s - e_na[n]) < 1e-7

# Exchange and penetration integrals.
j_hole, k_hole = coulomb_exchange(np.outer(neon_hole["1s"], neon_hole["1s"]))
j_na, k_na = coulomb_exchange(np.outer(sodium_ion["1s"], sodium_ion["1s"]))
k_trip, k_sing = expectation(k_hole, v_trip), expectation(k_hole, v_sing)
k_sodium = expectation(k_na, v_na)
penetration_first = expectation(-unit_nucleus - j_na, v_na)

# Radial quadrature of the same integrals.
r = np.geomspace(1e-6, 200.0, 6000)
log_r = np.log(r)
points = np.column_stack([np.zeros_like(r), np.zeros_like(r), r])
ao_values = mol.eval_gto("GTOval_sph", points)


def running(function):
    return cumulative_trapezoid(function * r, log_r, initial=0)


def radial_g1(one_s, vector):
    p1 = r * (ao_values @ one_s) * np.sqrt(4 * np.pi)
    pn = r * (ao_values @ vector) * np.sqrt(4 * np.pi / 3)
    product = p1 * pn
    return 2 * trapezoid(product / r**2 * running(product * r) * r, log_r)


g1 = np.array([radial_g1(neon_hole["1s"], v_trip[:, n]) for n in range(3)])
assert np.allclose(g1 / 3, k_trip, rtol=1e-3, atol=0)
p1_na = r * (ao_values @ sodium_ion["1s"]) * np.sqrt(4 * np.pi)
inside, inverse = running(p1_na**2), running(p1_na**2 / r)
defect = (inside[-1] - inside) / r - (inverse[-1] - inverse)
for n in range(3):
    p_n = r * (ao_values @ v_na[:, n]) * np.sqrt(4 * np.pi / 3)
    by_quadrature = trapezoid(p_n**2 * defect * r, log_r)
    assert np.isclose(by_quadrature, penetration_first[n], rtol=2e-3, atol=0)

# Contributions to B(Na) - T(Ne singlet).
penetration = e_mid - e_na
core_shape = e_trip - e_mid
exchange = e_sing - e_trip
total = e_sing - e_na
assert np.all(penetration > 0) and np.all(exchange > 0)
assert 2 * k_sing[0] - 1e-8 <= exchange[0] <= 2 * k_trip[0] + 1e-8
assert np.allclose(k_sing + k_trip, exchange, rtol=0.02, atol=0)

# Inner density falls roughly as the inverse cube of the effective number.
nu = 1 / np.sqrt(-2 * e_trip)
scaled = k_trip * nu**3
assert scaled.max() / scaled.min() < 1.3
assert k_trip[0] / k_trip[2] > e_trip[0] / e_trip[2]

threshold = neon_hole["E"] - neon["E"]
print(f"Largest hydrogen 2p-4p basis error: {hydrogen_error:.1e} Ha")
print("Virial ratios Na+, Ne, Ne+ 1s hole: "
      + ", ".join(f"{v:.7f}" for v in virials))
print(f"Total energy Na+: {sodium_ion['E']:.5f} Ha")
print(f"Total energy Ne: {neon['E']:.5f} Ha")
print(f"Total energy Ne+ 1s hole: {neon_hole['E']:.5f} Ha")
print(f"Ne 1s threshold: {threshold:.5f} Ha = {threshold * HARTREE_EV:.2f} eV")
excitation = threshold + e_sing[0]
print(f"Ne 1s-3p singlet excitation: {excitation:.5f} Ha"
      f" = {excitation * HARTREE_EV:.2f} eV")
for i, n in enumerate((3, 4, 5)):
    print(f"{n}p Na binding energy B: {-e_na[i]:.6f} Ha")
    print(f"{n}p Ne term values triplet, singlet: "
          f"{-e_trip[i]:.6f}, {-e_sing[i]:.6f} Ha")
    print(f"{n}p total B - T(singlet): {total[i]:.7f} Ha")
    print(f"{n}p penetration, core shape, exchange parts: "
          f"{penetration[i]:.7f}, {core_shape[i]:.7f}, {exchange[i]:.7f} Ha")
    print(f"{n}p 2K with triplet, singlet orbital: "
          f"{2 * k_trip[i]:.7f}, {2 * k_sing[i]:.7f} Ha")
    print(f"{n}p G1 with triplet orbital: {g1[i]:.7f} Ha")
    print(f"{n}p first-order penetration, 2K with Na orbitals: "
          f"{penetration_first[i]:.7f}, {2 * k_sodium[i]:.7f} Ha")
    print(f"{n}p triplet nu: {nu[i]:.4f}; K nu^3: {scaled[i]:.6f} Ha")
print(f"3p B, T(triplet), T(singlet): {-e_na[0] * HARTREE_EV:.4f}, "
      f"{-e_trip[0] * HARTREE_EV:.4f}, {-e_sing[0] * HARTREE_EV:.4f} eV")
print(f"3p B - T(singlet), exchange part: {total[0] * HARTREE_EV:.4f}, "
      f"{exchange[0] * HARTREE_EV:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
Largest hydrogen 2p-4p basis error: 2.2e-06 Ha
Virial ratios Na+, Ne, Ne+ 1s hole: 2.0000042, 2.0000028, 2.0000036
Total energy Na+: -161.67677 Ha
Total energy Ne: -128.54699 Ha
Total energy Ne+ 1s hole: -96.62563 Ha
Ne 1s threshold: 31.92136 Ha = 868.62 eV
Ne 1s-3p singlet excitation: 31.81277 Ha = 865.67 eV
3p Na binding energy B: 0.109438 Ha
3p Ne term values triplet, singlet: 0.109816, 0.108597 Ha
3p total B - T(singlet): 0.0008407 Ha
3p penetration, core shape, exchange parts: 0.0002162, -0.0005942, 0.0012187 Ha
3p 2K with triplet, singlet orbital: 0.0013983, 0.0010621 Ha
3p G1 with triplet orbital: 0.0020974 Ha
3p first-order penetration, 2K with Na orbitals: 0.0002247, 0.0011706 Ha
3p triplet nu: 2.1338; K nu^3: 0.006792 Ha
4p Na binding energy B: 0.050321 Ha
4p Ne term values triplet, singlet: 0.050447, 0.050037 Ha
4p total B - T(singlet): 0.0002833 Ha
4p penetration, core shape, exchange parts: 0.0000726, -0.0001985, 0.0004092 Ha
4p 2K with triplet, singlet orbital: 0.0004675, 0.0003581 Ha
4p G1 with triplet orbital: 0.0007012 Ha
4p first-order penetration, 2K with Na orbitals: 0.0000754, 0.0003924 Ha
4p triplet nu: 3.1483; K nu^3: 0.007293 Ha
5p Na binding energy B: 0.028925 Ha
5p Ne term values triplet, singlet: 0.028982, 0.028798 Ha
5p total B - T(singlet): 0.0001271 Ha
5p penetration, core shape, exchange parts: 0.0000325, -0.0000887, 0.0001833 Ha
5p 2K with triplet, singlet orbital: 0.0002089, 0.0001607 Ha
5p G1 with triplet orbital: 0.0003134 Ha
5p first-order penetration, 2K with Na orbitals: 0.0000338, 0.0001756 Ha
5p triplet nu: 4.1536; K nu^3: 0.007485 Ha
3p B, T(triplet), T(singlet): 2.9780, 2.9882, 2.9551 eV
3p B - T(singlet), exchange part: 0.0229, 0.0332 eV
finished without a failed check
```
